# Implicit integration of Anand's solder law and the explicit stability limit: test program

```python
"""Anand viscoplasticity: implicit update, consistent tangent, explicit limit.

Result under test: backward Euler reduces to one bracketed scalar equation in
x = XI*q/s, whose derivative gives the consistent tangent. Forward Euler is
stable only if decay_rate*dt < 2; in quasi-steady flow
decay_rate = 3G*XI*strain_rate/(M*s*tanh(x)).
q: equivalent stress (MPa), s: deformation resistance (MPa), dp: equivalent
plastic strain increment, temp: temperature (K), dt: time step (s).
Flow rate = A*exp(-Q/kT)*sinh(x)**(1/M); ds/dt = h*rate;
h = H0*|1-s/star|**a*sign(1-s/star); star = S_HAT*sinh(x)**(N/M).
Material and geometry inputs are rough rounded values for a Sn-Ag-Cu joint.
"""
import math
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import solve_ivp

KB = Boltzmann / elementary_charge       # eV/K
A, Q, XI, M = 4000.0, 0.80, 4.0, 0.25    # 1/s, eV, 1, 1
H0, S_HAT, N, A_EXP, S0 = 2.0e5, 30.0, 0.01, 1.8, 20.0
G, BULK, ALPHA = 15000.0, 45000.0, 2.2e-5  # MPa, MPa, 1/K
STIFF = 3 * G
MISMATCH, DISTANCE, HEIGHT = 1.0e-5, 5.0, 0.25  # 1/K, mm, mm
SHEAR_PER_K = MISMATCH * DISTANCE / HEIGHT
STRAIN_PER_K = SHEAR_PER_K / math.sqrt(3)
T_START, T_END = 250.0, 400.0
SLOW, FAST, DT = 0.1, 10.0, 0.5          # K/s, K/s, s
SPRING = 0.1 * G                         # assembly stiffness, MPa


def flow(x, temp):
    """Rate, d(rate)/dx, saturation resistance, d(saturation)/dx."""
    sh, th = math.sinh(x), math.tanh(x)
    rate = A * math.exp(-Q / (KB * temp)) * sh ** (1 / M)
    star = S_HAT * sh ** (N / M)
    return rate, rate / (M * th), star, star * N / (M * th)


def hardening(s, star):
    """Hardening modulus and its derivatives in s and in star."""
    r = 1 - s / star
    h = math.copysign(H0 * abs(r) ** A_EXP, r)
    common = H0 * A_EXP * abs(r) ** (A_EXP - 1)
    return h, -common / star, common * s / star ** 2


def safe_newton(fun, low, high, x):
    """Root of a decreasing function; Newton guarded by bisection."""
    for count in range(1, 301):
        value, slope = fun(x)
        if value > 0:
            low = x
        else:
            high = x
        new = x - value / slope
        if not low <= new <= high:
            new = 0.5 * (low + high)
        if abs(new - x) <= 1e-13 * abs(new):
            return new, count
        x = new
    raise RuntimeError("scalar solver did not converge")


def step_parts(x, s_old, temp, dt):
    """Plastic increment and updated resistance for a trial value of x."""
    rate, rate_x, star, star_x = flow(x, temp)
    dp, dp_x = dt * rate, dt * rate_x

    def inner(s):
        h, h_s, _ = hardening(s, star)
        return s_old + h * dp - s, h_s * dp - 1

    s, _ = safe_newton(inner, min(s_old, star), max(s_old, star), s_old)
    h, h_s, h_star = hardening(s, star)
    s_x = (h * dp_x + h_star * star_x * dp) / (1 - h_s * dp)
    return dp, dp_x, s, s_x, h, h_s


def x_upper(q_trial, temp, dt, stiff):
    base = stiff * dt * A * math.exp(-Q / (KB * temp))
    return math.asinh((q_trial / base) ** M)


def implicit_update(q_trial, s_old, temp, dt, stiff=STIFF):
    """Returns q, s, dp, d(dp)/d(q_trial), d(dp)/d(temp), iterations."""
    def outer(x):
        dp, dp_x, s, s_x, _, _ = step_parts(x, s_old, temp, dt)
        return (q_trial - stiff * dp - s * x / XI,
                -stiff * dp_x - (s + s_x * x) / XI)

    high = x_upper(q_trial, temp, dt, stiff)
    x, count = safe_newton(outer, 0.0, high, min(high, XI * q_trial / s_old))
    dp, dp_x, s, s_x, h, h_s = step_parts(x, s_old, temp, dt)
    slope = -stiff * dp_x - (s + s_x * x) / XI
    dp_t = dp * Q / (KB * temp ** 2)
    s_t = h * dp_t / (1 - h_s * dp)
    x_t = (stiff * dp_t + s_t * x / XI) / slope
    return s * x / XI, s, dp, -dp_x / slope, dp_t + dp_x * x_t, count


def rates(q, s, temp):
    """Signed plastic strain rate and rate of change of s."""
    x = XI * abs(q) / s
    if x == 0:
        return 0.0, 0.0
    rate, _, star, _ = flow(x, temp)
    return math.copysign(rate, q), hardening(s, star)[0] * rate


def trace_det(q, s, temp, stiff=STIFF):
    """Trace and determinant of the frozen-temperature (q, s) Jacobian."""
    x = XI * q / s
    rate, rate_x, star, star_x = flow(x, temp)
    h, h_s, h_star = hardening(s, star)
    rate_q = rate_x * XI / s
    trace = (-rate_q * (stiff + h * q / s) + rate * h_s
             - rate * h_star * star_x * x / s)
    return trace, -stiff * rate * rate_q * h_s


def ramp_implicit(heat_rate, d_temp, t_end=T_END, stiff=STIFF):
    """Rows of temperature, q, s, dp; last value is the largest iteration count."""
    steps = round((t_end - T_START) / d_temp)
    q, s, rows, most = 0.0, S0, [(T_START, 0.0, S0, 0.0)], 0
    for i in range(1, steps + 1):
        temp = T_START + i * d_temp
        q, s, dp, _, _, count = implicit_update(
            q + stiff * STRAIN_PER_K * d_temp, s, temp, d_temp / heat_rate, stiff)
        rows.append((temp, q, s, dp))
        most = max(most, count)
    return np.array(rows), most


def ramp_explicit(heat_rate, d_temp, t_from=T_START, q=0.0, s=S0):
    """Forward Euler ramp; stops when the stress leaves any sensible range."""
    steps = round((T_END - t_from) / d_temp)
    d_temp = (T_END - t_from) / steps
    path = [(t_from, q)]
    for i in range(steps):
        rate, s_rate = rates(q, s, t_from + i * d_temp)
        dt = d_temp / heat_rate
        q += STIFF * (STRAIN_PER_K * d_temp - dt * rate)
        s += dt * s_rate
        path.append((t_from + (i + 1) * d_temp, q))
        if abs(q) > 500 or s <= 0:
            return np.array(path), True
    return np.array(path), False


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


# Uniqueness: the scalar residual must fall throughout its bracket.
for s_old in (20.0, 28.0, 40.0):
    top = x_upper(60.0, 350.0, DT, STIFF)
    values = []
    for x in np.linspace(0.01 * top, top, 200):
        dp, _, s, _, _, _ = step_parts(float(x), s_old, 350.0, DT)
        values.append(60.0 - STIFF * dp - s * x / XI)
    assert values[0] > 0 > values[-1] and np.all(np.diff(values) < 0)

# Full tensor tangent in the orthonormal six-component basis.
ONE = np.array([1.0, 1, 1, 0, 0, 0])
DEV = np.eye(6) - np.outer(ONE, ONE) / 3
OLD_STRESS = np.array([12.0, -5.0, 3.0, 9.0, -4.0, 6.0])
D_STRAIN = np.array([5.0, -2.0, -1.0, 4.0, 2.0, -3.0]) * 1e-4


def tensor_update(d_strain, temp, s_old, old_temp=345.0):
    trial = (OLD_STRESS + 2 * G * DEV @ d_strain
             + BULK * (ONE @ d_strain - 3 * ALPHA * (temp - old_temp)) * ONE)
    dev = DEV @ trial
    q_trial = math.sqrt(1.5) * np.linalg.norm(dev)
    q, _, dp, slope, dp_temp, _ = implicit_update(q_trial, s_old, temp, DT)
    normal = dev / np.linalg.norm(dev)
    stress = trial - dev + dev * q / q_trial
    tangent = (BULK * np.outer(ONE, ONE)
               + 2 * G * (1 - STIFF * dp / q_trial) * DEV
               + 6 * G ** 2 * (dp / q_trial - slope) * np.outer(normal, normal))
    heat = -3 * BULK * ALPHA * ONE - 2 * G * math.sqrt(1.5) * dp_temp * normal
    return stress, tangent, heat


tangent_error, heat_error = 0.0, 0.0
for s_old in (28.0, 40.0):
    _, tangent, heat = tensor_update(D_STRAIN, 350.0, s_old)
    numeric = np.zeros((6, 6))
    for j in range(6):
        bump = np.eye(6)[j] * 1e-7
        numeric[:, j] = (tensor_update(D_STRAIN + bump, 350.0, s_old)[0]
                         - tensor_update(D_STRAIN - bump, 350.0, s_old)[0]) / 2e-7
    numeric_heat = (tensor_update(D_STRAIN, 350.001, s_old)[0]
                    - tensor_update(D_STRAIN, 349.999, s_old)[0]) / 0.002
    tangent_error = max(tangent_error, np.abs(numeric - tangent).max() / (2 * G))
    heat_error = max(heat_error, np.abs(numeric_heat - heat).max()
                     / np.abs(heat).max())
assert tangent_error < 1e-5 and heat_error < 1e-5

# Jacobian invariants against central differences, hardening and softening.
for q, s, temp in ((31.0, 21.0, 256.0), (35.0, 30.0, 350.0), (30.0, 36.0, 390.0)):
    jac = np.zeros((2, 2))
    for j in range(2):
        step = 1e-5 * (q, s)[j]
        bump = (step, 0.0) if j == 0 else (0.0, step)
        up = rates(q + bump[0], s + bump[1], temp)
        down = rates(q - bump[0], s - bump[1], temp)
        jac[:, j] = [-STIFF * (up[0] - down[0]) / (2 * step),
                     (up[1] - down[1]) / (2 * step)]
    trace, det = trace_det(q, s, temp)
    assert abs(np.trace(jac) / trace - 1) < 1e-4
    assert abs(np.linalg.det(jac) / det - 1) < 1e-4
    assert trace < 0 < det

# Disturbance growth at saturated isothermal flow, rigid and compliant grips.
strain_rate = STRAIN_PER_K * FAST
x_sat = math.asinh((strain_rate / (A * math.exp(-Q / (KB * T_END)))) ** M)
s_sat = flow(x_sat, T_END)[2]
q_sat = s_sat * x_sat / XI
series_stiff = STIFF * SPRING / (G + SPRING)
critical_dt = []
for stiff in (STIFF, series_stiff):
    decay = stiff * XI * strain_rate / (M * s_sat * math.tanh(x_sat))
    critical_dt.append(2 / decay)
    for factor in (0.95, 1.05):
        dt, q, s = factor * 2 / decay, q_sat + 1e-5, s_sat
        for _ in range(20):
            rate, s_rate = rates(q, s, T_END)
            q, s = q + dt * stiff * (strain_rate - rate), s + dt * s_rate
        growth = abs(q - q_sat) / 1e-5
        assert abs(growth / abs(1 - 2 * factor) ** 20 - 1) < 1e-3
        assert (growth > 1) == (factor > 1)
    dt = 100 / decay
    trial = q_sat + stiff * strain_rate * dt
    implicit_factor = (implicit_update(trial + 1e-4, s_sat, T_END, dt, stiff)[0]
                       - implicit_update(trial, s_sat, T_END, dt, stiff)[0]) / 1e-4
    assert abs(implicit_factor * 101 - 1) < 1e-3

# Reference ramps and the critical temperature step along each of them.
FINE = SLOW * DT
paths, limits = {}, {}
for heat_rate in (SLOW, FAST):
    path, _ = ramp_implicit(heat_rate, FINE)
    paths[heat_rate] = path
    crit, estimate = [], []
    for temp, q, s, _ in path[1:]:
        trace, det = trace_det(q, s, temp)
        disc = trace ** 2 - 4 * det
        assert trace < 0 and det >= 0 and disc >= 0
        crit.append(4 * heat_rate / (-trace + math.sqrt(disc)))
        estimate.append(2 * M * s * math.tanh(XI * q / s)
                        / (STIFF * XI * STRAIN_PER_K))
    low = int(np.argmin(crit))
    assert abs(crit[low] / estimate[low] - 1) < 0.20
    assert abs(crit[-1] / estimate[-1] - 1) < 0.10
    limits[heat_rate] = (crit[low], path[low + 1, 0], estimate[low],
                         crit[-1], estimate[-1])

# Independent stiff solver for the fast ramp.
grid = np.arange(T_START, T_END + 0.5, 1.0)


def ramp_ode(time, state):
    rate, s_rate = rates(state[0], state[1], T_START + FAST * time)
    return [STIFF * (strain_rate - rate), s_rate]


duration = (T_END - T_START) / FAST
ode = solve_ivp(ramp_ode, (0, duration), [0.0, S0], method="Radau",
                t_eval=np.minimum((grid - T_START) / FAST, duration),
                rtol=1e-9, atol=1e-9, max_step=0.05)
assert ode.success
coarse, most_iterations = ramp_implicit(FAST, FAST * DT)
coarse_error = np.abs(coarse[:, 1] - ode.y[0][::round(FAST * DT)])
peak = ode.y[0].max()
assert coarse_error.max() < 0.15 * peak
assert coarse_error[-1] < 0.02 * ode.y[0][-1]
order_errors = []
for per_kelvin in (16, 32):
    part, _ = ramp_implicit(FAST, 1 / per_kelvin, t_end=260.0)
    order_errors.append(np.abs(part[::per_kelvin, 1] - ode.y[0][:11]).max())
order_ratio = order_errors[0] / order_errors[1]
assert 1.7 < order_ratio < 2.3

# Explicit ramps: same time step, then same temperature step.
slow_run, slow_failed = ramp_explicit(SLOW, SLOW * DT)
fast_run, fast_failed = ramp_explicit(FAST, FAST * DT)
fine_run, fine_failed = ramp_explicit(FAST, FINE)
assert not slow_failed and fast_failed and not fine_failed
slow_gap = np.abs(slow_run[:, 1] - paths[SLOW][:, 1]).max()
fine_gap = np.abs(fine_run[:, 1] - paths[FAST][:, 1]).max()
assert slow_gap < 0.05 * paths[SLOW][:, 1].max()
assert fine_gap < 0.05 * paths[FAST][:, 1].max()

# Explicit threshold in the moving ramp, restarted from established flow.
middle = paths[FAST][round((350.0 - T_START) / FINE)]
swings = []
for factor in (0.85, 1.15):
    run, failed = ramp_explicit(FAST, factor * limits[FAST][3],
                                350.0, middle[1], middle[2])
    assert not failed
    change = np.diff(run[-14:, 1])
    flips = int(np.sum(change[1:] * change[:-1] < 0))
    assert flips == 0 if factor < 1 else flips >= 10
    swings.append(np.abs(change).max())

# Joint in series with an elastic assembly: Newton with two tangents.
histories = []
for consistent in (True, False):
    shear, history = 0.0, []
    for _ in range(2000):
        q, _, _, slope, _, _ = implicit_update(
            middle[1] + math.sqrt(3) * G * shear, middle[2], 355.0, DT)
        residual = ((q - middle[1]) / math.sqrt(3)
                    - SPRING * (SHEAR_PER_K * 5.0 - shear))
        history.append(abs(residual))
        if abs(residual) < 1e-9:
            break
        local = G * (1 - STIFF * slope) if consistent else G
        shear -= residual / (local + SPRING)
    assert history[-1] < 1e-9
    histories.append(history)
for before, after in zip(histories[0][:-1], histories[0][1:]):
    if before < 1:
        assert after <= 0.5 * before ** 2 + 1e-9
assert len(histories[1]) > 5 * len(histories[0])

# Sizes of neglected effects (rough inputs: SI heat data, melting point in K).
density, heat_capacity, conductivity, melting = 7400.0, 220.0, 60.0, 490.0
work = float(np.sum(paths[FAST][:, 1] * paths[FAST][:, 3]))
self_heating = work * 1e6 / (density * heat_capacity)
lag = (FAST * (HEIGHT * 1e-3) ** 2 * density * heat_capacity
       / (2 * conductivity))
soft, _ = ramp_implicit(FAST, 0.5, stiff=0.8 * STIFF)
normal_run, _ = ramp_implicit(FAST, 0.5)
soft_change = 100 * (soft[-1, 1] / normal_run[-1, 1] - 1)
span = T_END - T_START
grain_ratio = 100 * 1.5e-5 * span / (STRAIN_PER_K * span)

print(f"Anand A, Q, xi, m: {A:g} 1/s, {Q:g} eV, {XI:g}, {M:g}")
print(f"h0, s_hat, s0: {H0:g}, {S_HAT:g}, {S0:g} MPa; n, a: {N:g}, {A_EXP:g}")
print(f"shear, bulk modulus: {G:g}, {BULK:g} MPa; expansion {ALPHA:g} 1/K")
print(f"mismatch {MISMATCH:g} 1/K, distance {DISTANCE:g} mm, height {HEIGHT:g} mm")
print(f"ramp {T_START:g} to {T_END:g} K at {SLOW:g} and {FAST:g} K/s; step {DT:g} s")
show("shear strain per kelvin", SHEAR_PER_K, "1/K")
show("equivalent strain per kelvin", STRAIN_PER_K, "1/K")
show("fast equivalent strain rate", strain_rate, "1/s")
show("tensor tangent error relative to 2G", tangent_error, "", ".1e")
show("temperature column relative error", heat_error, "", ".1e")
show("saturated flow at 400 K, fast: x", x_sat)
show("saturated flow: s", s_sat, "MPa")
show("saturated flow: q", q_sat, "MPa")
show("saturated flow: decay rate", 2 / critical_dt[0], "1/s")
show("saturated flow: critical time step", critical_dt[0], "s")
show("implicit disturbance factor at decay*dt = 100", implicit_factor)
for name, rate in (("slow", SLOW), ("fast", FAST)):
    lim = limits[rate]
    show(f"{name}: smallest critical temperature step", lim[0], "K")
    show(f"{name}: reached at temperature", lim[1], "K", ".2f")
    show(f"{name}: quasi-steady estimate there", lim[2], "K")
    show(f"{name}: critical temperature step at 400 K", lim[3], "K")
    show(f"{name}: quasi-steady estimate at 400 K", lim[4], "K")
    show(f"{name}: smallest critical time step", lim[0] / rate, "s")
    show(f"{name}: peak equivalent stress", paths[rate][:, 1].max(), "MPa")
    show(f"{name}: equivalent stress at 400 K", paths[rate][-1, 1], "MPa")
show("fast, stiff ODE solver: stress at 400 K", ode.y[0][-1], "MPa", ".3f")
show("fast, implicit 0.5 s steps: stress at 400 K", coarse[-1, 1], "MPa", ".3f")
show("fast, implicit 0.5 s steps: largest error", coarse_error.max(), "MPa")
show("most scalar Newton iterations in a 0.5 s step", most_iterations)
show("implicit error ratio on halving the step", order_ratio)
show("slow, explicit 0.5 s: largest gap to implicit", slow_gap, "MPa")
show("fast, explicit 0.5 s: run stopped at", fast_run[-1, 0], "K")
show("fast, explicit 0.5 s: stress when stopped", fast_run[-1, 1], "MPa", ".2e")
show("fast, explicit 0.05 K steps: largest gap", fine_gap, "MPa")
show("last stress changes at 0.85 of limit, largest", swings[0], "MPa")
show("last stress changes at 1.15 of limit, largest", swings[1], "MPa")
print("consistent Newton residuals (MPa):",
      ", ".join(f"{r:.1e}" for r in histories[0]))
show("residual evaluations, consistent tangent", len(histories[0]))
show("residual evaluations, elastic tangent", len(histories[1]))
show("assembly stiffness / G (chosen)", SPRING / G)
show("critical time step with that compliance", critical_dt[1], "s")
show("stress change at 400 K for 20% lower G", soft_change, "%")
show("adiabatic plastic heating over fast ramp", self_heating, "K")
show("temperature lag across joint, fast", lag, "K")
show("tin grain expansion mismatch / joint strain", grain_ratio, "%")
show("rotation at ramp end, half the shear", 0.5 * SHEAR_PER_K * span, "rad")
show("top temperature / rough melting point", T_END / melting)
print("all good")
```

Running it gives:

```
Anand A, Q, xi, m: 4000 1/s, 0.8 eV, 4, 0.25
h0, s_hat, s0: 200000, 30, 20 MPa; n, a: 0.01, 1.8
shear, bulk modulus: 15000, 45000 MPa; expansion 2.2e-05 1/K
mismatch 1e-05 1/K, distance 5 mm, height 0.25 mm
ramp 250 to 400 K at 0.1 and 10 K/s; step 0.5 s
shear strain per kelvin: 0.0002 1/K
equivalent strain per kelvin: 0.0001155 1/K
fast equivalent strain rate: 0.001155 1/s
tensor tangent error relative to 2G: 2.2e-09
temperature column relative error: 2.3e-11
saturated flow at 400 K, fast: x: 2.735
saturated flow: s: 32.55 MPa
saturated flow: q: 22.26 MPa
saturated flow: decay rate: 25.76 1/s
saturated flow: critical time step: 0.07764 s
implicit disturbance factor at decay*dt = 100: 0.009901
slow: smallest critical temperature step: 0.5185 K
slow: reached at temperature: 255.50 K
slow: quasi-steady estimate there: 0.5329 K
slow: critical temperature step at 400 K: 0.6905 K
slow: quasi-steady estimate at 400 K: 0.7057 K
slow: smallest critical time step: 5.185 s
slow: peak equivalent stress: 35.87 MPa
slow: equivalent stress at 400 K: 12.88 MPa
fast: smallest critical temperature step: 0.5157 K
fast: reached at temperature: 256.55 K
fast: quasi-steady estimate there: 0.5311 K
fast: critical temperature step at 400 K: 0.7726 K
fast: quasi-steady estimate at 400 K: 0.7924 K
fast: smallest critical time step: 0.05157 s
fast: peak equivalent stress: 46.4 MPa
fast: equivalent stress at 400 K: 22.76 MPa
fast, stiff ODE solver: stress at 400 K: 22.764 MPa
fast, implicit 0.5 s steps: stress at 400 K: 22.763 MPa
fast, implicit 0.5 s steps: largest error: 2.333 MPa
most scalar Newton iterations in a 0.5 s step: 7
implicit error ratio on halving the step: 1.994
slow, explicit 0.5 s: largest gap to implicit: 0.05503 MPa
fast, explicit 0.5 s: run stopped at: 265 K
fast, explicit 0.5 s: stress when stopped: -1.49e+08 MPa
fast, explicit 0.05 K steps: largest gap: 0.06276 MPa
last stress changes at 0.85 of limit, largest: 0.09315 MPa
last stress changes at 1.15 of limit, largest: 2.966 MPa
consistent Newton residuals (MPa): 4.2e+00, 1.4e+00, 1.4e-01, 1.1e-03, 7.0e-08, 3.1e-15
residual evaluations, consistent tangent: 6
residual evaluations, elastic tangent: 136
assembly stiffness / G (chosen): 0.1
critical time step with that compliance: 0.8541 s
stress change at 400 K for 20% lower G: 0.05429 %
adiabatic plastic heating over fast ramp: 0.3593 K
temperature lag across joint, fast: 0.008479 K
tin grain expansion mismatch / joint strain: 12.99 %
rotation at ramp end, half the shear: 0.015 rad
top temperature / rough melting point: 0.8163
all good
```
